\section*{Full Photon-Exchange Energy of the Relativistic Electron Gas}

Consider a uniform gas of electrons at zero temperature, with equal numbers of both spins, on a neutralizing background. To first order in $e^2$, its exchange energy per volume can depend on the Fermi wave number $k_F$ and on $\hbar$, $m$ and $c$. The combination $e^2k_F^4$ is already an energy density, and $\hbar k_F/(mc)$ is the one independent dimensionless number that can be formed from the other quantities. Hence
\begin{equation}
\frac{E_x}{V}=-\frac{e^2k_F^4}{4\pi^3}\,F(\beta),\qquad \beta=\frac{\hbar k_F}{mc}.
\label{form}
\end{equation}
The numerical prefactor is chosen so that $F(0)=1$ corresponds to the nonrelativistic Dirac exchange. In the opposite limit the mass should drop out, so $F$ should tend to a constant unless the massless limit is singular. Dimensional analysis goes no further. The function to be derived is
\begin{equation}
F(\beta)=1-\frac32\left(\frac{A}{\beta^2}\right)^2,\qquad A=\beta\eta-\operatorname{arcsinh}\beta,\qquad \eta=\sqrt{1+\beta^2}.
\label{result}
\end{equation}

From here on atomic units are used in the algebra, $\hbar=m=e=1$, with the Gaussian form of electrodynamics, so that $k_F=c\beta$. The one-electron Hamiltonian at wave vector $\mathbf k$ is $H_{\mathbf k}=c\,\boldsymbol\alpha\cdot\mathbf k+\gamma^0c^2$. Its positive energy is $E_k=c\sqrt{k^2+c^2}$, and its two positive-energy spinors $u$ are normalized by $u^\dagger u=1$. All positive-energy states with $k<k_F$ are filled. For two occupied states $a$ and $b$, with wave vectors $\mathbf k$ and $\mathbf p$, define
\begin{equation}
\rho=u_a^\dagger u_b,\quad \mathbf j=u_a^\dagger\boldsymbol\alpha u_b,\quad \mathbf q=\mathbf k-\mathbf p,\quad D=E_k-E_p .
\end{equation}

It is simplest to begin in Coulomb gauge, where every photon is a physical transverse one, and to reach Feynman gauge by an identity. The instantaneous Coulomb repulsion, taken in a Slater determinant, has the exchange part
\begin{equation}
E_C=-\frac12\sum_{a,b}\frac{4\pi}{V}\frac{|\rho|^2}{q^2}.
\label{coul}
\end{equation}
The factor $1/2$ is there because the sum runs over ordered pairs, and the minus sign comes from the antisymmetry of the determinant. The direct part is cancelled by the background.

The transverse photons contribute through second-order perturbation theory. The coupling of an electron to the vector potential is $\boldsymbol\alpha\cdot\mathbf A$, and a mode of frequency $\omega=cq$ enters $\mathbf A$ with amplitude $\sqrt{2\pi c^2/(V\omega)}$. Summed over the two polarizations, the squared matrix element for the emission $a\to b$ is therefore
\begin{equation}
|M|^2=\frac{2\pi c^2}{V\omega}\,|\mathbf j_T|^2,
\end{equation}
where $\mathbf j_T$ is the part of $\mathbf j$ perpendicular to $\mathbf q$. An electron alone in the vacuum would have its energy shifted by $|M|^2/(D-\omega)$ through the virtual emission $a\to b$ and reabsorption. In the gas $b$ is occupied, so this process is forbidden and its energy must be subtracted. The same holds for $b\to a$, where $D$ changes sign. The exchange energy of the pair is
\begin{align}
-|M|^2\left[\frac1{D-\omega}+\frac1{-D-\omega}\right]
&=-|M|^2\,\frac{(-D-\omega)+(D-\omega)}{(D-\omega)(-D-\omega)}\nonumber\\
&=\frac{2\omega|M|^2}{\omega^2-D^2}
=\frac{4\pi}{V}\frac{|\mathbf j_T|^2}{q^2-D^2/c^2}.
\label{block}
\end{align}
The last step inserts $|M|^2$ and divides numerator and denominator by $c^2$. The energy is positive: the Pauli principle removes a lowering of the energy that separate electrons would have had. The term $D^2/c^2$ is the retardation. For $q\neq0$ no denominator vanishes, because $dE_k/dk=c^2k/E_k$ is at most the Fermi velocity $v_F=c\beta/\eta$, so that $|D|\le v_Fq<cq$. A free electron cannot emit a real photon.

The vacuum processes need a word. The filled negative-energy states add Coulomb exchange terms between one gas electron and the sea, and each occupied state also blocks the creation of an electron in it by vacuum fluctuations. These terms, like the unblocked emission of a single electron, are linear in the occupation numbers. Together they make up the self-energy of one free electron in the vacuum. Under a regularization that respects Lorentz invariance, such a shift can only change the mass in $E_k^2=c^2k^2+m^2c^4$, and it is absorbed in the observed $m$. Terms independent of the occupation belong to the empty vacuum and are dropped. What remains is bilinear in the occupations of positive-energy states. A direct term with a transverse photon would need a net current, which a closed Fermi sphere does not carry.

Adding \eqref{coul} to half the ordered sum of \eqref{block} gives, with $\nu=D/c$,
\begin{equation}
E_x=-\frac12\sum_{a,b}\frac{4\pi}{V}\left[\frac{|\rho|^2}{q^2}-\frac{|\mathbf j_T|^2}{q^2-\nu^2}\right].
\label{cg}
\end{equation}
The two terms combine because the current is conserved. Taking $H_{\mathbf k}-H_{\mathbf p}=c\,\boldsymbol\alpha\cdot\mathbf q$ between $u_a^\dagger$ and $u_b$, and letting each Hamiltonian act on its own eigenvector, one finds $D\rho=c\,\mathbf q\cdot\mathbf j$, or $\nu\rho=\mathbf q\cdot\mathbf j$. The longitudinal part of the current thus has the square $\nu^2|\rho|^2/q^2$, and $|\mathbf j_T|^2=|\mathbf j|^2-\nu^2|\rho|^2/q^2$. Substitution gives
\begin{align}
\frac{|\rho|^2}{q^2}-\frac{|\mathbf j_T|^2}{q^2-\nu^2}
&=\frac{1}{q^2-\nu^2}\left[|\rho|^2\,\frac{q^2-\nu^2}{q^2}-|\mathbf j|^2+\frac{\nu^2|\rho|^2}{q^2}\right]\nonumber\\
&=\frac{|\rho|^2-|\mathbf j|^2}{q^2-\nu^2}.
\label{fg}
\end{align}
This is the Feynman-gauge form: charge and current enter through the invariant product $j^\mu j_\mu^*$, and they share one propagator.

Retardation plays different parts in the two gauges. In Coulomb gauge $|\mathbf j_T|^2$ is already of relative order $\beta^2$, so neglecting $\nu^2$ in its denominator costs a relative order $\beta^4$. In Feynman gauge the neglect also affects the large charge term, and it costs a relative order $\beta^2$, the same order in $\beta$ as the magnetic effect itself. The equality of the two forms requires the retarded denominator.

The sum over spins is done with projectors. Let momenta now be measured in units of $mc$ and energies in units of $mc^2$, and write $e_k=\sqrt{1+k^2}$. The projector on positive energy is
\begin{equation}
\Lambda_{\mathbf k}=\frac12\left(1+\frac{\boldsymbol\alpha\cdot\mathbf k+\gamma^0}{e_k}\right).
\end{equation}
The matrices $\alpha_i$ and $\gamma^0$ anticommute with one another, have square one and have zero trace, while the unit matrix has trace 4. Therefore
\begin{equation}
\sum_{\rm spins}|\rho|^2=\operatorname{Tr}\Lambda_{\mathbf k}\Lambda_{\mathbf p}
=1+\frac{\mathbf k\cdot\mathbf p+1}{e_ke_p}.
\end{equation}
For the current one needs $\sum_i\alpha_i\alpha_j\alpha_i=-\alpha_j$, since one term gives $+\alpha_j$ and the other two give $-\alpha_j$. One also needs $\sum_i\alpha_i\gamma^0\alpha_i=-3\gamma^0$ and $\sum_i\alpha_i^2=3$. Then
\begin{equation}
\sum_{\rm spins}|\mathbf j|^2=\sum_i\operatorname{Tr}\Lambda_{\mathbf k}\alpha_i\Lambda_{\mathbf p}\alpha_i
=3-\frac{\mathbf k\cdot\mathbf p+3}{e_ke_p}.
\end{equation}
With the invariant $s=e_ke_p-\mathbf k\cdot\mathbf p$, the difference is
\begin{equation}
\sum_{\rm spins}\left(|\rho|^2-|\mathbf j|^2\right)=\frac{4+2\mathbf k\cdot\mathbf p-2e_ke_p}{e_ke_p}=\frac{4-2s}{e_ke_p}.
\end{equation}
Because $k^2-e_k^2=-1$, and likewise for $p$, the denominator in \eqref{fg} is
\begin{equation}
q^2-\nu^2=(k^2-e_k^2)+(p^2-e_p^2)-2\mathbf k\cdot\mathbf p+2e_ke_p=2(s-1).
\end{equation}
The quotient separates into two simple terms:
\begin{equation}
\frac{4-2s}{2(s-1)\,e_ke_p}=\frac{1}{e_ke_p}\left[\frac1{s-1}-1\right].
\label{split}
\end{equation}
The first has a pole at $\mathbf k=\mathbf p$, where $s=1$. The second is constant apart from the energy factors and will be called the contact part.

Each sum over wave vectors becomes $V\int d^3k/(2\pi)^3$. The change of units gives $c^6$ from the two volume elements and $c^{-2}$ from the propagator, so that
\begin{equation}
\frac{E_x}{V}=-\frac{2\pi c^4}{(2\pi)^6}\int\!\!\int_{k,p<\beta}\frac{d^3k\,d^3p}{e_ke_p}\left[\frac1{s-1}-1\right].
\end{equation}
Division by $-k_F^4/(4\pi^3)=-c^4\beta^4/(4\pi^3)$ yields
\begin{equation}
F=\frac{1}{8\pi^2\beta^4}\int\!\!\int_{k,p<\beta}\frac{d^3k\,d^3p}{e_ke_p}\left[\frac1{s-1}-1\right].
\label{F}
\end{equation}

The contact part factorizes. Differentiating $A$ gives
\begin{equation}
\frac{dA}{d\beta}=\eta+\frac{\beta^2}{\eta}-\frac1\eta=\frac{2\beta^2}{\eta},
\label{dA}
\end{equation}
and $A(0)=0$, so $\int d^3k/e_k=4\pi\int_0^\beta k^2dk/e_k=2\pi A$. Its contribution to $F$ is
\begin{equation}
F_{\rm contact}=-\frac{(2\pi A)^2}{8\pi^2\beta^4}=-\frac12\left(\frac{A}{\beta^2}\right)^2.
\label{contact}
\end{equation}

For the pole part the natural variables are rapidities, $k=\sinh x$, $p=\sinh y$ and $\beta=\sinh X$. Then $e_k=\cosh x$ and $d^3k/e_k=\sinh^2x\,dx\,d\Omega$. With $u$ the cosine of the angle between $\mathbf k$ and $\mathbf p$,
\begin{equation}
s-1=\cosh x\cosh y-1-u\sinh x\sinh y .
\end{equation}
At $u=-1$ this equals $\cosh(x+y)-1=2\sinh^2\frac{x+y}2$, and at $u=1$ it equals $2\sinh^2\frac{x-y}2$. The angular integral is
\begin{equation}
8\pi^2\int_{-1}^1\frac{du}{s-1}=\frac{16\pi^2}{\sinh x\sinh y}\,L(x,y),\qquad
L=\ln\left|\frac{\sinh\frac{x+y}2}{\sinh\frac{x-y}2}\right|,
\end{equation}
where the squares inside the logarithm have supplied a factor 2. The pole part of the double integral in \eqref{F} is thus $16\pi^2I(X)$, with
\begin{equation}
I(X)=\int_0^X\!\!\int_0^X\sinh x\,\sinh y\,L(x,y)\,dx\,dy .
\end{equation}

The integral is found by differentiating with respect to its limit. Since $L$ is symmetric, the two edges of the square contribute equally:
\begin{equation}
\frac{dI}{dX}=2\sinh X\int_0^X\sinh y\,L(X,y)\,dy .
\label{dI}
\end{equation}
The remaining integral is done by parts, with $\cosh y-\cosh X$ as the antiderivative of $\sinh y$. The boundary term vanishes at $y=0$, where $L=0$. It also vanishes at $y=X$, where the antiderivative goes to zero linearly and $L$ diverges only logarithmically. The derivative of $L$ follows from $\coth a+\coth b=\sinh(a+b)/(\sinh a\sinh b)$ with $a=\frac{X+y}2$ and $b=\frac{X-y}2$:
\begin{equation}
\frac{\partial L}{\partial y}=\frac12(\coth a+\coth b)=\frac{\sinh X}{2\sinh a\sinh b}=\frac{\sinh X}{\cosh X-\cosh y}.
\end{equation}
The denominator cancels against the antiderivative, and
\begin{equation}
\int_0^X\sinh y\,L(X,y)\,dy=-\int_0^X(\cosh y-\cosh X)\frac{\partial L}{\partial y}\,dy=X\sinh X .
\end{equation}
Equation \eqref{dI} becomes $dI/dX=2X\sinh^2X=X(\cosh2X-1)$. Integration from zero, where $I=0$, gives
\begin{equation}
I=\frac X2\sinh2X-\frac14(\cosh2X-1)-\frac{X^2}2=X\beta\eta-\frac{\beta^2}2-\frac{X^2}2,
\end{equation}
by $\sinh2X=2\beta\eta$ and $\cosh2X-1=2\beta^2$. Now $A=\beta\eta-X$, so $A^2=\beta^4+\beta^2-2X\beta\eta+X^2$, and comparison shows that $I=(\beta^4-A^2)/2$. The pole contribution is
\begin{equation}
F_{\rm pole}=\frac{16\pi^2I}{8\pi^2\beta^4}=\frac{2I}{\beta^4}=1-\left(\frac{A}{\beta^2}\right)^2 .
\label{pole}
\end{equation}
The sum of \eqref{contact} and \eqref{pole} is the result \eqref{result}. With the density $n=k_F^3/(3\pi^2)$, the exchange energy per electron is
\begin{equation}
\varepsilon_x=\frac{E_x}{nV}=-\frac{3k_F}{4\pi}\,F(\beta).
\label{eps}
\end{equation}

For small $\beta$, expanding the integrand in $A=2\int_0^\beta b^2(1+b^2)^{-1/2}db$ gives $A=\frac23\beta^3-\frac15\beta^5+\dots$, hence $A/\beta^2=\frac23\beta(1-\frac3{10}\beta^2+\dots)$ and
\begin{equation}
F=1-\frac23\beta^2+\frac25\beta^4-\dots
\end{equation}
The limit $F(0)=1$ is the Dirac exchange, since for slow electrons $\rho$ reduces to the overlap of the spins and $\mathbf j$ vanishes. For large $\beta$ one has $A/\beta^2\to1$. The pole part then disappears, the contact part tends to $-1/2$, and $F\to-1/2$. The massless limit is therefore regular, with an energy per electron of $+3k_F/(8\pi)$.

Between these limits $F$ falls steadily. By \eqref{dA},
\begin{equation}
\frac{d}{d\beta}\frac{A}{\beta^2}=\frac{2}{\beta^3}\left(\frac{\beta^3}{\eta}-A\right),\qquad
\frac{d}{d\beta}\left(\frac{\beta^3}{\eta}-A\right)=\frac{3\beta^2}{\eta}-\frac{\beta^4}{\eta^3}-\frac{2\beta^2}{\eta}=\frac{\beta^2}{\eta^3}>0 .
\end{equation}
The bracket vanishes at $\beta=0$ and grows, so $A/\beta^2$ increases for all $\beta>0$, and $F$ changes sign once. The cause can be read from \eqref{cg}. The Coulomb term lowers the energy at every density, because $|\rho|^2\ge0$. The transverse term raises it at every density, because $|\mathbf j_T|^2\ge0$ and $q^2>\nu^2$. The exchange energy turns positive when the transverse term outweighs the Coulomb term.

As an example take a model gas with $n=10^5$ electrons per cubic angstrom. Its Fermi wave number is $k_F=(3\pi^2n)^{1/3}=143.6$ \AA$^{-1}$, and $mc/\hbar=258.96$ \AA$^{-1}$. Therefore
\begin{align}
\beta&=143.595/258.961=0.5545,\qquad \eta=1.1434,\nonumber\\
A&=0.55451\times1.14345-0.52943\approx0.1046,\qquad A/\beta^2=0.3403,\nonumber\\
F&=1-1.5\times(0.3403)^2=0.8263 .
\end{align}
The pole part supplies $0.8842$ and the contact part $-0.0579$. The Dirac exchange is $-493.6$ eV per electron, so the full exchange is $-493.6\times0.8263=-407.9$ eV, or $-14.99$ hartree. Relativity has made it weaker by $85.7$ eV.

The division into Coulomb and transverse shares was computed by quadrature of \eqref{cg}. The Coulomb share is $-479.5$ eV and the transverse share $+71.6$ eV. Of the change of $85.7$ eV, then, $14.1$ eV comes from the relativistic spinors in the Coulomb term and the rest from the photons. If retardation is dropped in Coulomb gauge, the transverse share becomes $70.3$ eV and the total $-409.2$ eV. The error is $1.3$ eV, about $0.3\%$ of the full exchange. Its sign follows from \eqref{cg}, since retardation makes the denominator smaller and the repulsive term larger. The error is this small only while $\beta$ is well below one. At $n=10^7$ \AA$^{-3}$ the unretarded transverse part of $F$ is $-0.749$ instead of $-0.857$, which gives the total the wrong sign.

The same quantities at other densities are as follows, with the two shares given as parts of $F$.
\begin{center}
\begin{tabular}{cccccc}
$n$ (\AA$^{-3}$) & $\beta$ & Coulomb & transverse & $F$ & $\varepsilon_x$ (eV)\\
$10^3$ & 0.119 & 0.9984 & $-0.0079$ & 0.9906 & $-105.3$\\
$10^5$ & 0.555 & 0.9714 & $-0.1451$ & 0.8263 & $-407.9$\\
$10^7$ & 2.574 & 0.8479 & $-0.8567$ & $-0.0088$ & $+20.2$\\
$10^8$ & 5.545 & 0.8112 & $-1.1299$ & $-0.3187$ & $+1573.2$
\end{tabular}
\end{center}
The Coulomb share changes by less than a fifth over this range, while the transverse share grows from less than one percent to more than the Coulomb share. The exchange energy vanishes at $\beta=2.533$, which is a density of $9.53\times10^6$ \AA$^{-3}$. The numerical check compares the sum of the two shares, obtained from the Dirac projectors in Coulomb gauge with the spin traces taken numerically and without the closed spin-sum formulas or the rapidity integral, with the closed form \eqref{result}. They agree within $10^{-5}$ in $F$.

The result is the first order of an expansion in the interaction, and correlation is absent from it. For a nonrelativistic gas the kinetic energy per electron is $3k_F^2/10$, so the ratio of exchange to kinetic energy is $5/(2\pi k_F)$ in atomic units. First order can thus be trusted as a small correction only for $k_F\gg1$; in the example $k_F$ is about 76, and with the relativistic kinetic energy the ratio is about $0.009$. For large $\beta$ the ratio no longer falls as $1/k_F$: the kinetic energy per electron approaches $3ck_F/4$, and the ratio tends to $1/(2\pi c)\approx1.2\times10^{-3}$. Near the zero of $F$ there is a second limitation: the first-order energy is small there by cancellation, and the neglected higher orders can decide the sign of the total interaction energy. Spin polarization or a finite temperature changes the occupations and with them the integrals. In an atom, inserting the local density into \eqref{eps} is a further approximation, because the derivation used plane waves and a constant density.

\section*{Computed results}
\begin{verbatim}
Bohr radius = 0.529177 angstrom
hartree = 27.21139 eV
fine-structure constant = 0.00729735
m c / hbar = 258.961 1/angstrom
MAIN CASE, energies per electron
density = 1e+05 1/angstrom^3
k_F = 143.595 1/angstrom
beta = 0.55451
eta = 1.14345
arcsinh(beta) = 0.52943
A = 0.10463
A/beta^2 = 0.34027
pole part of F = 0.88422
contact part of F = -0.05789
F = 0.82633
Dirac exchange = -493.63 eV
full exchange = -407.90 eV
full exchange = -14.9901 hartree
relativistic change = 85.73 eV
full exchange density = -4.0790e+07 eV/angstrom^3
Coulomb share of F (quadrature) = 0.97144
transverse share of F (quadrature) = -0.14512
sum of shares = 0.82633
Coulomb share = -479.54 eV
transverse share = 71.63 eV
transverse share, no retardation = 70.30 eV
total, no retardation = -409.24 eV
TABLE: n (1/angstrom^3), beta, F, Coulomb, transverse shares
       then Dirac and full exchange per electron (eV)
1e+03 0.1195 0.99057 0.99843 -0.00786 -106.35 -105.35
1e+05 0.5545 0.82633 0.97144 -0.14512 -493.63 -407.90
1e+07 2.5738 -0.00880 0.84789 -0.85669 -2291.24 20.16
1e+08 5.5451 -0.31869 0.81117 -1.12986 -4936.32 1573.17
F vanishes at beta = 2.53324
density at the zero = 9.5348e+06 1/angstrom^3
F at beta = 1e5: -0.500000
BLOCKING MODEL (gap 0.6, boson energy 1, energies over g^2)
diagonalization = 3.1249, formula = 3.1250
\end{verbatim}
